# The Z-Vector Interchange and Its Residual Error, with MP2 for LiH

## What form can the answer have?

An energy $E(\lambda,\kappa)$ depends on a perturbation strength $\lambda$ and on parameters $\kappa$ (orbital rotations, amplitudes). The parameters are fixed by equations $g(\lambda,\kappa)=0$, as many as there are parameters, and not by making $E$ stationary. We want $dE/d\lambda$.

Besides the explicit derivative $\partial E/\partial\lambda$, there is a contribution from the change of $\kappa$. By the chain rule it is linear in $L=\partial E/\partial\kappa$. It is also linear in $B=-\partial g/\partial\lambda$, which drives the change. The dimensions are

$$[L]=\frac{[E]}{[\kappa]},\qquad [B]=\frac{[g]}{[\lambda]},\qquad [A]=\frac{[g]}{[\kappa]},\qquad A=\frac{\partial g}{\partial\kappa}.$$

To obtain $[E]/[\lambda]$ from $L$ and $B$ we need a factor $[\kappa]/[g]$, which is one inverse power of $A$.

A symmetry settles how the indices are joined. The property cannot depend on how we label parameters or combine equations. Put $\kappa=M\kappa'$ and $g'=Ng$ with constant invertible $M,N$. Then $L'=M^TL$, $A'=NAM$, $B'=NB$, and

$$L'^TA'^{-1}B'=L^TM\,M^{-1}A^{-1}N^{-1}\,NB=L^TA^{-1}B .$$

This combination is invariant; with $A^{-T}$ in place of $A^{-1}$ it would not be in general. The form is therefore $L^TA^{-1}B$, up to a number that the simplest case will supply.

## One parameter

Differentiate $g(\lambda,\kappa(\lambda))=0$, with $U=d\kappa/d\lambda$:

$$\frac{\partial g}{\partial\lambda}+AU=0\quad\Rightarrow\quad U=\frac BA,\qquad
\frac{dE}{d\lambda}=\frac{\partial E}{\partial\lambda}+L\,\frac BA .$$

The number is $+1$. The product can be read as $L\,(B/A)$, the response to this perturbation weighted by $L$, or as $(L/A)\,B$, where the first factor does not know the perturbation. The second reading is the interchange.

Limits: if $E$ is stationary in $\kappa$, then $L=0$ and no response is needed. If $A\to0$ while $B$ stays nonzero, $U=B/A$ diverges, and with it generally the derivative; neither reading avoids this.

## Many parameters and many perturbations

For perturbations $\lambda_n$ the same differentiation gives

$$AU_n=B_n,\qquad \frac{dE}{d\lambda_n}=\frac{\partial E}{\partial\lambda_n}+L^TU_n. \tag{1}$$

This is one linear solve for each $n$. Define instead one vector $z$ by

$$A^Tz=L. \tag{2}$$

Transposing (2) gives $L^T=z^TA$, so

$$L^TU_n=z^TAU_n=z^TB_n. \tag{3}$$

Since $z$ depends on the energy expression, the conditions $g$ and the unperturbed solution, but not on the perturbation, one solve serves every perturbation. Each further perturbation costs the construction of $B_n$ and a scalar product. The saving belongs to a single energy functional: several different functionals have different $L$ and need one adjoint solve each.

There is an equivalent view. The function $\mathcal L=E-z^Tg$ equals $E$ whenever $g=0$. Its $\kappa$-derivative is $L-A^Tz$, which (2) sets to zero. Hence $dE/d\lambda_n=\partial\mathcal L/\partial\lambda_n=\partial E/\partial\lambda_n+z^TB_n$. The vector $z$ restores the stationarity that $E$ lacked.

**A check where the transpose matters.** Amplitude equations generally have a nonsymmetric $A$. A two-parameter model is

$$g_1=2t_1+t_1t_2-1-\lambda,\qquad g_2=t_2-\tfrac12t_1^2+0.3\lambda t_1+0.2,$$

with $E=t_1^2+t_1t_2+\lambda t_2$. At $\lambda=0$,

$$A=\begin{pmatrix}2+t_2&t_1\\-t_1&1\end{pmatrix},\quad
L=\begin{pmatrix}2t_1+t_2\\t_1\end{pmatrix},\quad
B=\begin{pmatrix}1\\-0.3t_1\end{pmatrix},$$

and $\partial E/\partial\lambda=t_2$. Solving the nonlinear equations at displaced $\lambda$ and differencing $E$ gives 0.4598. The adjoint formula also gives 0.4598. Solving $Az=L$ without the transpose gives 0.1462.

## The error of an unfinished solve

An iterative solver returns $\tilde z$ with a residual $r=L-A^T\tilde z$. Assume that $g=0$ is converged and that $L$, $A$ and $B_n$ are accurate. The property error, true minus approximate, is

$$L^TU_n-\tilde z^TB_n=L^TU_n-\tilde z^TAU_n=(L-A^T\tilde z)^TU_n=r^TU_n. \tag{4}$$

No higher power of $r$ was dropped: the error is linear in the residual vector. Consequently

$$|r^TU_n|\le\|r\|\,\|U_n\|. \tag{5}$$

Two limits check (4). For $\tilde z=0$ we have $r=L$, and the error is the whole response term. For $r=0$ it vanishes.

Linearity in the vector does not mean that the error keeps a constant ratio to $\|r\|$ during an iteration. The ratio is $\|U_n\|\cos\theta$, with $\theta$ the angle between $r$ and $U_n$, and the direction of $r$ changes from step to step.

The forward route is no worse in order. If $\tilde U$ has residual $s=B-A\tilde U$, then $U-\tilde U=A^{-1}s$, and its error is $L^TA^{-1}s=z^Ts$, also linear. The advantage of the adjoint route is the number of solves.

A higher order can be reached by combining the two approximate vectors (which are one and the same vector in the special case $A^T=A$, $L=B$). Add to the forward estimate the approximate value of its own error, $\tilde z^Ts$:

$$L^TU-\left[L^T\tilde U+\tilde z^Ts\right]=L^TA^{-1}s-\tilde z^TAA^{-1}s=r^TA^{-1}s. \tag{6}$$

This is bilinear in the two residuals, so it is quadratic when both shrink together. It needs $\tilde U_n$ for each perturbation and so gives up the saving.

If $g=0$ itself is poorly converged, $L$, $A$ and $B_n$ are evaluated at the wrong point. The resulting error is not contained in (4), and reducing $r$ does not remove it.

## A real case: the MP2 energy

**Conventions.** We take a closed-shell molecule with real orbitals: $i,j,k$ occupied, $a,b,c$ virtual, $p,q$ either. Two-electron integrals $(pq|rs)$ are in charge-density order. A perturbation adds $\lambda V$ to the one-electron Hamiltonian $h$, in a fixed basis. Rotations $\kappa_{ai}$ change the orbitals to first order by

$$\delta\phi_i=\sum_a\phi_a\kappa_{ai},\qquad \delta\phi_a=-\sum_i\phi_i\kappa_{ai}.$$

**The condition.** The Fock matrix is $F_{pq}=h_{pq}+\sum_k[2(pq|kk)-(pk|kq)]$. The Hartree-Fock energy has $\partial E_{HF}/\partial\kappa_{ai}=4F_{ai}$, so we take $g_{ai}=F_{ai}=0$. The factor 4 is immaterial by the invariance under $g'=Ng$. It also follows that $E_{HF}$ contributes nothing to $L$.

**The matrix $A$.** Varying the outer orbitals in $F_{ai}$ gives $(\varepsilon_a-\varepsilon_i)\kappa_{ai}$ for canonical orbitals. Varying the occupied orbitals inside $F$ gives, for any $p,q$,

$$\delta F_{pq}=\sum_{bj}\kappa_{bj}\left[4(pq|bj)-(pb|jq)-(pj|bq)\right]. \tag{7}$$

The 4 is the Coulomb factor 2 times two equal orbital positions; the two exchange positions differ. With $p=a$, $q=i$,

$$A_{ai,bj}=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+4(ai|bj)-(ab|ij)-(aj|bi). \tag{8}$$

This matrix is symmetric, so here $A^T=A$. Since $\partial F_{ai}/\partial\lambda=V_{ai}$, we have $B_{ai}=-V_{ai}$.

**An energy that tolerates noncanonical orbitals.** Perturbed orbitals need not diagonalize $F$ within the occupied or virtual block. With $t_{ij}^{ab}=t_{ji}^{ba}$ and $u_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}$, use the Hylleraas functional

$$J=2\sum u_{ij}^{ab}(ia|jb)+2\sum u_{ij}^{ab}\Big[\sum_cF_{ac}t_{ij}^{cb}-\sum_kF_{ik}t_{kj}^{ab}\Big]. \tag{9}$$

Let $v$ denote the integrals $(ia|jb)$, let $X$ exchange $a$ and $b$, and let

$$(\mathcal Ft)_{ij}^{ab}=\sum_c(F_{ac}t_{ij}^{cb}+F_{bc}t_{ij}^{ac})-\sum_k(F_{ik}t_{kj}^{ab}+F_{jk}t_{ik}^{ab}).$$

The pair symmetry of $t$ makes the two halves of $\mathcal F$ contribute equally, so

$$J=2\langle t,(2-X)v\rangle+\langle t,(2-X)\mathcal Ft\rangle .$$

Both $X$ and $\mathcal F$ are symmetric and they commute, which gives $\delta J=2\langle\delta t,(2-X)(v+\mathcal Ft)\rangle$. The eigenvalues of $2-X$ are 1 and 3, so stationarity requires $\mathcal Ft=-v$. For canonical orbitals this is

$$t_{ij}^{ab}=-\frac{(ia|jb)}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}.$$

Inserting $\mathcal Ft=-v$ leaves $J=\sum u_{ij}^{ab}(ia|jb)=E_2$, the MP2 correlation energy.

Two consequences follow. The response of $t$ is not needed, because $J$ is stationary in $t$. Rotations within the occupied or within the virtual space are not needed either: rotating $t$ along with the orbitals leaves $J$ unchanged, and so its stationary value too. The $\kappa_{ai}$ remain.

**Density and right-hand side.** The coefficients of $F$ in (9) are

$$P_{ac}=2\sum_{ijb}u_{ij}^{ab}t_{ij}^{cb},\qquad P_{ik}=-2\sum_{jab}u_{ij}^{ab}t_{kj}^{ab}. \tag{10}$$

Now vary $\kappa_{ai}$ at fixed $t$. The outer orbitals of $F_{bc}$ and $F_{jk}$ bring in elements $F_{ai}=0$. The inner ones contribute (7), whose two exchange terms are equal after contraction with the symmetric $P$. In the integral term the two electrons contribute equally, which turns the factor 2 into 4:

$$4\sum u_{jk}^{bc}\Big[\sum_a\kappa_{aj}(ab|kc)-\sum_i\kappa_{bi}(ji|kc)\Big].$$

Reading off the coefficient of $\kappa_{ai}$, after renaming summation indices,

$$\begin{aligned}L_{ai}={}&\sum_{pq}P_{pq}\left[4(pq|ai)-2(pa|qi)\right]\\
&+4\sum_{kbc}u_{ik}^{bc}(ab|kc)-4\sum_{jkc}u_{jk}^{ac}(ji|kc).\end{aligned} \tag{11}$$

**The property.** The explicit derivatives are $2\sum_iV_{ii}$ from $E_{HF}$ and $\sum P_{pq}V_{pq}$ from $J$. With (3),

$$\frac{dE}{d\lambda}=2\sum_iV_{ii}+\sum_{pq}P_{pq}V_{pq}-\sum_{ai}z_{ai}V_{ai}. \tag{12}$$

The last term acts as an occupied–virtual density with $-z_{ai}/2$ in each of the two off-diagonal blocks. The MP2 orbitals themselves remain the Hartree-Fock ones, but the term has a simple reading. A Newton step on $E_{HF}+E_2$ with the Hartree-Fock Hessian $4A$ gives $\kappa=-A^{-1}L/4=-z/4$, and this rotation changes each occupied–virtual block of the determinant's density by $2\kappa=-z/2$ to first order.

One limit tests (12). For $V=1$ we have $V_{ai}=0$, and (10) gives $\sum_aP_{aa}=-\sum_iP_{ii}$, so the result is the electron number. Separately, if the two-electron terms in (8) are neglected, then $z_{ai}=L_{ai}/(\varepsilon_a-\varepsilon_i)$. This uncoupled estimate is rough (for $\langle z\rangle$ in LiH below it gives about half of the response term), but the diagonal $\varepsilon_a-\varepsilon_i$ is a natural preconditioner for the full equation.

## LiH in numbers

Li is at the origin and H at $z=3.0$ bohr, with all electrons correlated in the cc-pVDZ basis. Two occupied and 17 virtual orbitals give $2\times17=34$ rotations. The lowest eigenvalue of $A$ is 0.157 hartree, so the system is well away from a singular response.

For $V=z$, the three terms of (12) are, in bohr,

$$5.3294,\qquad -0.0095,\qquad -0.0321,$$

and their sum, formed before rounding, is 5.2877.

Central differences of separately converged MP2 energies give the same 5.2877. For this property and this basis the response term is more than three times the unrelaxed correlation term; for other properties, such as the kinetic energy, it is the smaller of the two. The dipole moment is the nuclear part minus the electronic part; Li at the origin contributes nothing, so

$$\mu_z=1\times3.0000-5.2877=-2.2877\ e\,\text{bohr},$$

or $-5.81$ debye. The negative sign means excess electronic charge towards H. Hartree-Fock gives $-2.3294$ and the unrelaxed density $-2.3198\ e\,$bohr. These are values for this model, and the digits serve to compare the routes, not to describe the molecule: the small basis, higher correlation, vibration and relativity are not accounted for, and no convergence with the basis is shown here. Full configuration interaction in the same basis gives $-2.244\ e\,$bohr ($-5.70$ debye), a shift of $0.044\ e\,$bohr, so MP2 recovers only about half of the correlation change from Hartree-Fock.

Six perturbations were treated: $z$, $x^2$, $z^2$, the inverse distances from Li and from H, and the kinetic energy. Conjugate gradients, preconditioned by $\varepsilon_a-\varepsilon_i$ and stopped at a relative residual of $10^{-10}$, needed 60 matrix products for the six forward solves and 10 for the one adjoint solve.

Stopping the adjoint solve early shows (4) at work for $\langle z\rangle$:

| step | $\lVert r\rVert$ (hartree) | error (bohr) | bound (5) (bohr) |
|---|---|---|---|
| 0 | $3.0\times10^{-2}$ | $-3.2\times10^{-2}$ | $1.3\times10^{-1}$ |
| 2 | $9.3\times10^{-4}$ | $-7.3\times10^{-5}$ | $3.9\times10^{-3}$ |
| 4 | $9.1\times10^{-6}$ | $-7.8\times10^{-6}$ | $3.8\times10^{-5}$ |

These errors are relative to a direct solution of the same linear equations. The prediction $r^TU$, with $U$ taken from finite differences of perturbed orbitals, agrees to all printed digits. From step 2 to step 4 the residual norm falls about a hundredfold and the error about ninefold. The angle accounts for this: error divided by bound, which is $|\cos\theta|$, rises from 0.02 to 0.20.

One residual also does not mean one accuracy. At step 3 the error is 0.04% of the response term for $\langle z\rangle$, but about 4% for the inverse distance from Li, whose response term is small. Nor does $\|U_n\|$ alone rank the errors: it is 16.7 for $z^2$ and 9.8 for $x^2$, yet the errors are $-4.5\times10^{-5}$ and $-1.4\times10^{-4}$ bohr². To guarantee a given accuracy from (5), one needs an estimate of $\|U_n\|$ for each property.

Finally, errors of equal norm in two random directions, held fixed as the norm was changed, were added to the converged $z$ and $U$. Reducing that norm from 0.1 to 0.01 reduced the adjoint and forward errors in $\langle z\rangle$ by 10 and the two-sided error by 100, as (4) and (6) require. At norm 0.1 the two-sided error, $4.7\times10^{-4}$ bohr, was barely below the forward one, $5.6\times10^{-4}$ bohr. Since $r=A^T(z-\tilde z)$, the two-sided error (6) equals $(z-\tilde z)^Ts$, to be compared with the forward error $z^Ts$. The correction improves on the forward estimate only when $z-\tilde z$ has a smaller overlap with $s$ than $z$ has. Here $\|z-\tilde z\|=0.1$ is nearly twice $\|z\|=0.052$, so no gain is assured; that the two errors came out nearly equal is an accident of the directions drawn. For random directions at this norm the two-sided error is the larger in about nine draws out of ten. A disturbance smaller than $\|z\|$ does not assure a gain either: at norm 0.03 the two-sided error is still the larger in about seven draws out of ten, and at 0.01 in about four. Equally, (6) equals $r^T(U-\tilde U)$, to be compared with the adjoint error $r^TU$. The disturbance is about 2% of $\|U\|=4.2$, and in this draw the two-sided error is about 37 times below the adjoint error of $1.8\times10^{-2}$ bohr. That factor also depends on the directions and is not fixed by the ratio of norms: over many random directions the median errors differ by a factor of about 6.

## Computed results

```
Model, nonsymmetric Jacobian: dE/dlambda (dimensionless)
  finite difference 0.459781, adjoint 0.459781, without transpose 0.146223
LiH, bond 3.0 bohr, all-electron MP2/cc-pVDZ
  orbitals 19, occupied 2, virtual 17, rotations 34
  E_HF = -7.983565 hartree, E_2 = -0.022830 hartree
  norm of L = 0.029862 hartree, norm of z = 0.051639
  largest |L - finite difference| = 3.8e-10 hartree
  eigenvalues of A: 0.1566 to 4.0690 hartree
Derivatives: HF, unrelaxed MP2 part, z.B, total, finite-difference total
  z          5.329359  -0.009547  -0.032106    5.287705    5.287706 bohr
  x^2        4.083216   0.034112   0.044744    4.162071    4.162071 bohr^2
  z^2       17.589969  -0.017894  -0.109085   17.462990   17.462990 bohr^2
  1/r_Li     6.075642  -0.000792   0.000080    6.074931    6.074931 1/bohr
  1/r_H      2.223618  -0.000504   0.006371    2.229486    2.229486 1/bohr
  kinetic    7.985275   0.013543   0.006479    8.005298    8.005298 hartree
Matrix products: 6 forward solves 60, one adjoint solve 10
Truncated adjoint solve, property <z>: step, |r| (hartree),
  actual error (bohr), r.U (bohr), bound |r||U| (bohr)
   0  2.986e-02  -3.211e-02  -3.211e-02  1.263e-01
   1  4.176e-03  -1.033e-02  -1.033e-02  1.766e-02
   2  9.283e-04  -7.268e-05  -7.268e-05  3.925e-03
   3  1.404e-04  -1.385e-05  -1.385e-05  5.937e-04
   4  9.075e-06  -7.766e-06  -7.766e-06  3.838e-05
   5  8.953e-07  -3.244e-07  -3.244e-07  3.786e-06
   6  4.957e-08  -4.888e-08  -4.888e-08  2.096e-07
   7  7.311e-09  -9.639e-10  -9.639e-10  3.091e-08
   8  2.231e-10   7.479e-11   7.479e-11  9.434e-10
Same truncated z (step 3): |U| (a.u.) and error for each property
  z           4.2286  -1.385e-05 bohr
  x^2         9.8432  -1.366e-04 bohr^2
  z^2        16.7042  -4.525e-05 bohr^2
  1/r_Li      0.2823  -3.512e-06 1/bohr
  1/r_H       0.8807  -1.468e-06 1/bohr
  kinetic     0.6493  -1.144e-05 hartree
Vector error size; errors in <z> (bohr): adjoint, forward, two-sided
  1e-01  1.777e-02  5.619e-04  4.745e-04
  1e-02  1.777e-03  5.619e-05  4.745e-06
  error ratios: 10.00, 10.00, 100.00
Dipole along z: HF -2.329359, unrelaxed -2.319812, relaxed -2.287705 e*bohr
  relaxed dipole = -5.8148 debye
```
